How long does an electron take to tunnel from source to drain?

**Question**

I am working on source-drain tunnelling in a very short silicon transistor. The channel is a barrier 5 nm wide whose top lies 0.3 eV above the electron energy, and the effective mass is 0.2 m0. I am asked for the Büttiker-Landauer traversal time.

My first idea was width divided by velocity, but under the barrier the kinetic energy is negative and the velocity comes out imaginary. My second idea was to differentiate the phase of the transmitted wave with respect to energy. That gives a time which doesn't change when I double the width, so it can't be what is wanted. Which formula applies, where does it come from, and does the number mean anything for a transistor?

**Answer**

The Büttiker-Landauer time doesn't follow a particle through the barrier. It asks how fast the barrier must be shaken before the transmitted wave stops responding as if the barrier were static. That question has a definite answer, and the imaginary velocity never appears.

**The static barrier**

Let the barrier occupy 0 < x < d with constant height V, and let the potential be zero on both sides. The zero of energy is the source band edge, and the mass m is the same everywhere. Define

Δ = V − E,  k = √(2mE)/ħ,  κ = √(2mΔ)/ħ.

The incident wave is e^(ikx), with reflected wave r e^(−ikx). Let t be the value of the wave at the exit face. Beyond it the wave moves to the right, so φ(d) = t and φ′(d) = ikt. The solution inside with these end values is

φ(x) = t [cosh κ(d−x) − i(k/κ) sinh κ(d−x)].

At the entrance φ(0) = 1 + r and φ′(0) = ik(1 − r). Adding φ(0) and φ′(0)/(ik) removes r:

2 = t [2 cosh κd + i(κ/k − k/κ) sinh κd].

For an opaque barrier, κd ≫ 1, both hyperbolic functions become e^(κd)/2. Using 2kκ + i(κ² − k²) = −i(k + iκ)², we get

t ≈ 4ikκ e^(−κd)/(k + iκ)².  (1)

**The shaken barrier**

Add a weak uniform potential V1 cos ωt inside the barrier. If φ(x)e^(−iEt/ħ) solves the static equation there, then the same function times exp[−i(V1/ħω) sin ωt] solves the new one, because iħ∂/∂t acting on the extra factor produces the term V1 cos ωt. To first order in V1 the factor is

1 + a e^(−iωt) − a e^(iωt),  a = V1/(2ħω).

The wave therefore acquires components at E + ħω and E − ħω, with weights +a and −a. Call them the upper and lower sidebands, and let k± and κ± be the wave number and decay constant at E ± ħω. To satisfy the boundary conditions we must add free solutions at these energies.

At the entrance of an opaque barrier φ ≈ C e^(−κx), and the free solution is B e^(−κ±x). Outside on the left a sideband can only move away, as r± e^(−ik±x). Continuity of the wave and its slope gives

r± = ±aC + B,
−ik± r± = −κ(±aC) − κ± B.

Eliminating r±,

B = ∓aC (κ − ik±)/(κ± − ik±) ≈ ∓aC.

The last step holds to leading order when ħω is small compared with both Δ and E. The two contributions nearly cancel at the entrance, but they decay at different rates and so no longer cancel at the exit.

At the exit, write b = B e^(−κ±d) for the arriving free wave and G for the one reflected back into the barrier. Matching to an outgoing wave of amplitude t± gives

t± = ±at + b + G,
ik± t± = ±a(ik)t − κ± b + κ± G.

Multiply the first line by κ± and subtract the second, which removes G:

(κ± − ik±) t± = ±a(κ± − ik)t + 2κ± b.

The same matching for the static wave gives t = 2κC e^(−κd)/(κ − ik). Inserting b ≈ ∓aC e^(−κ±d), and again ignoring the small differences between prefactors,

t± ≈ ±at [1 − e^((κ−κ±)d)].

In the exponent the difference must be kept, since it is multiplied by the large width. The barrier top lies Δ ∓ ħω above the sideband energy, and dκ/dΔ = m/(ħ²κ), so κ − κ± ≈ ±mω/(ħκ). Therefore

|t±/t|² = (V1/2ħω)² (e^(±ωτ) − 1)²,  (2)

τ = md/(ħκ) = d √(m/(2Δ)).  (3)

The next term in the exponent has size κd(ħω)²/(8Δ²), which must also be small.

For ωτ ≪ 1 both sidebands have |t±/t| = V1τ/(2ħ), independent of frequency: the transmission follows the barrier height of the moment. For ωτ ≫ 1 the upper sideband dominates, because an electron that has absorbed a quantum sees a lower barrier. Since the lower intensity is e^(−2ωτ) times the upper one, their difference divided by their sum is tanh ωτ. The change of behaviour is at ωτ ≈ 1, and this defines τ as the traversal time.

Equation (2) can be tested without the matching argument. First-order perturbation theory gives, apart from a phase,

t± = [m/(iħ²k±)] ∫ χ±(x)(V1/2)φ(x) dx,  0 < x < d,

where χ± is the static wave at energy E ± ħω that arrives from the right with unit amplitude. I took a 200 nm barrier with E = 0.1 eV and your Δ and m, so that ħω = 0.00239 eV at ωτ = 1 is small compared with E and Δ. The integral gives |t±/t|/a = 1.724 and 0.634. Equation (2) gives e − 1 = 1.718 and 1 − 1/e = 0.632.

**Your numbers**

In units of eV, nm and fs, ħ = 0.6582 eV fs and m = 0.2 × 5.6856 = 1.137 eV fs²/nm². Then

κ = √(2 × 1.137 × 0.3)/0.6582 = 1.255 nm⁻¹,
κd = 6.27,
ħκ/m = 0.726 nm/fs,
τ = 5/0.726 = 6.9 fs.

So the traversal time is **about 7 fs, or 7 × 10⁻¹⁵ s**. The quantity ħκ/m is the speed of a free particle whose kinetic energy is +Δ. It is your imaginary velocity without the factor i, but here it comes from the rate at which κ changes with energy, and it is not the speed of anything under the barrier.

**Is the barrier opaque enough?**

The slow limit provides a check for any width. If the barrier moves slowly, the transmitted amplitude is t + V1 cos ωt ∂t/∂V, so each sideband has amplitude (V1/2)∂t/∂V. Comparing with V1τ/(2ħ) gives

τ_full = ħ |∂ ln t/∂V|.

Now use (1). At fixed E only κ depends on V, and

∂ ln t/∂κ = 1/κ − d − 2i/(k + iκ).

With 2i/(k + iκ) = (2κ + 2ik)/(k² + κ²), the real and imaginary parts combine to

τ_full = (m/ħκ) √{[d + (κ² − k²)/(κ(k² + κ²))]² + [2k/(k² + κ²)]²}.

This depends on the incident energy, which your problem leaves open. Put the electron at the Fermi level of a heavily doped source, roughly 0.1 eV above the band edge. Then V = 0.4 eV and k = 0.7245 nm⁻¹. The added length in the first bracket is 0.40 nm, and the second bracket is 0.69 nm:

τ_full = √(5.40² + 0.69²)/0.726 = 7.5 fs.

This is 9% above the simple value. The added lengths don't grow with d, so their relative effect fades for thick barriers: at 200 nm the ratio τ_full/τ is 1.002. In the other direction, (3) diverges as Δ → 0, but there κd is no longer large and the formula doesn't apply. The full definition stays finite, because t is a smooth, non-zero function of V there.

**Why your phase time ignored the width**

From (1), the phase of t is π/2 − 2θ with tan θ = κ/k. At fixed V, cos²θ = E/V, so dθ/dE = −1/(2√(EΔ)). The phase time is

ħ d(arg t)/dE = ħ/√(EΔ) = 0.6582/√(0.1 × 0.3) = 3.8 fs.

The width enters (1) through the real factor e^(−κd), which has no phase. Your calculation was therefore sound for an opaque barrier: the full amplitude gives 3.8 fs at both 5 nm and 10 nm. It answers a different question, about the delay of a wave packet's peak, while the Büttiker-Landauer time also registers changes in magnitude. Neither is a stopwatch reading.

**What a smooth barrier does**

A real channel barrier has no vertical walls. For a smooth, opaque barrier |t| is governed by exp(−∫κ dx) between the turning points. Raise the whole barrier by a small amount. The turning points move, but κ vanishes there, so their motion doesn't contribute to first order. The change in |t| alone then gives the time

τ = ∫ √(m/(2(V(x) − E))) dx.

Keep the peak at Δ and the distance between turning points at d. For a parabola, V − E = Δ(1 − u²) with u = 2x/d measured from the centre, and the integral is

τ_parabola = τ × (1/2)∫ du/√(1 − u²) = (π/2)τ = 10.8 fs,  −1 < u < 1.

The second example is a triangle that falls towards the drain and keeps a vertical wall at the source. κ doesn't vanish at that wall, but the wall stays in place when the barrier is raised, so the integral still holds. With V − E = Δ(1 − s) and s = x/d,

τ_triangle = τ × ∫ ds/√(1 − s) = 2τ = 13.8 fs,  0 < s < 1.

Both are longer than for the rectangle because κ is smaller away from the peak, and a smaller κ responds more strongly to a change of height. The semiclassical form fails close to a turning point, so I also solved the wave equation with each profile continued down to the band edge and shifted as a whole. The resulting −ħ ∂ln|t|/∂V is 10.75 fs for the parabola and 14.1 fs for the triangle. These times leave out the phase of t. Shaking the whole profile, including the slopes outside the turning points, changes that phase too, so the full definition ħ|∂ ln t/∂V| gives longer times: 11.6 fs for the parabola and 16.5 fs for the triangle. This extra part depends on how much of the slope is shaken. With the triangle continued down to a drain 0.3 eV below the source band edge the full time is about 22 fs, while the time from |t| alone stays at 14.1 fs.

**How this compares with a silicon device**

The mass is close to silicon's transverse mass, about 0.19 m0, and a barrier of 0.3 eV above the source Fermi level is a reasonable rough value for the off state. A 5 nm channel is far shorter than is typical: gate lengths in mass production are well above 10 nm. The following changes are made one at a time, with the other parameters held fixed.

- Barrier shape. Drain bias tilts the barrier, so the flat top is an assumption that real devices break. For the two profiles above, the time obtained from |t| alone is about 11 or 14 fs, against 7 fs for the rectangle.

- Nonparabolic band. Suppose κ² = 2mΔ(1 − αΔ)/ħ². Since τ = ħd dκ/dΔ, the simple time is multiplied by (1 − 2αΔ)/√(1 − αΔ). With a rough α = 0.5 eV⁻¹ the factor is 0.70/√0.85 and the time drops to 5.2 fs. This extends a conduction-band formula into the gap, so it indicates a size and is not a precise correction.

- Heavy mass. Silicon also has valleys with a mass of about 0.92 m0 along the channel for suitable orientations. The time becomes 15 fs, but the transmission probability falls from 1.1 × 10⁻⁵ to 6 × 10⁻¹², so such electrons hardly contribute to tunnelling at this energy.

- Temperature. Electrons arrive with a spread of energies. For a wide, three-dimensional source, summing the Fermi distribution over transverse motion gives a current proportional to ∫|t|² ln[1 + exp((E_F − E)/k_BT)] dE. At 300 K, with the rectangular barrier and no return flow from the drain, about 95% of the current in this model passes below the barrier top. Its mean energy is 0.14 eV, and the average of τ_full over it is 8.1 fs.

These corrections partly oppose one another, and I haven't combined them. For a real device of this size, "roughly 5 to 15 fs" describes the spread of these separate estimates, with the shaped barriers counted by |t| alone; it is not a pair of bounds, and the full definition already exceeds it for the triangle.

**What the time tells you about the transistor**

It doesn't set the switching speed. What it tells you is which disturbances the tunnelling electron sees as static. The crossover frequency is 1/(2πτ) = 23 THz, equivalent to a quantum ħ/τ of 0.096 eV. This quantum is almost as large as E = 0.1 eV, which is outside the range of equation (2), so take the frequency as a rough scale. At a clock frequency of 5 GHz, ωτ is 2 × 10⁻⁴. You can therefore calculate the leakage at each instant from the barrier of that instant, as far as this time scale is concerned.

Lattice vibrations are different. A rough optical-phonon quantum in silicon is 0.063 eV, which gives ωτ = 0.66. For a uniform modulation at that frequency, the perturbation integral gives an upper sideband 3.5 times as intense as the lower one, in |t±|²; equation (2) predicts e^(2ωτ) = 3.7. Equation (2) was derived for ħω small compared with E and Δ, which does not hold here, yet this ratio is insensitive to that. The corrections left out largely cancel in it: at fixed Δ it stays between 3.5 and 3.6 for E from 0.07 to 1 eV, and at E = 0.1 eV the time ln(ratio)/(2ω) stays between 6.5 and 6.7 fs for ħω from 0.002 to 0.09 eV. The separate amplitudes agree less well: |t±/t|/a is 1.01 and 0.54, against 0.93 and 0.48 from equation (2). The ratio of transmitted currents carries a further factor k₊/k₋ = √(0.163/0.037) = 2.1 and is 7.4. A real phonon is not a uniform modulation either, so this ratio is no scattering rate. It does show that the electron doesn't respond to a disturbance this fast as it would to a slowly changing barrier height, for which the two sidebands would be equally intense.

The numerical output below lists the values at higher resolution.

Computed values

```
barrier width d: 5.0 nm
barrier top above electron energy Delta: 0.30 eV
effective mass: 0.20 m0
electron energy above source band edge: 0.10 eV
barrier top above source band edge: 0.40 eV
hbar: 0.65821 eV fs
free electron mass m0: 5.6856 eV fs^2/nm^2
effective mass m: 1.1371 eV fs^2/nm^2
decay constant kappa: 1.2549 1/nm
outside wave number k: 0.7245 1/nm
opacity kappa d: 6.275
speed hbar kappa/m: 0.7264 nm/fs
TRAVERSAL TIME m d/(hbar kappa): 6.883 fs
same in seconds: 6.883e-15 s
crossover frequency 1/(2 pi tau): 23.1 THz
crossover quantum hbar/tau: 0.0956 eV
transmission probability: 1.064e-05
finite-width time hbar|dln t/dV|: 7.492 fs
finite-width time, opaque closed form: 7.492 fs
phase time: 3.800 fs
phase time at doubled width: 3.800 fs
thick test barrier: 200 nm
thick barrier m d/(hbar kappa): 275.3 fs
thick barrier quantum at omega tau=1: 0.00239 eV
thick: finite-width time/simple time: 1.0020
thick: upper sideband, integral: 1.7239
thick: upper sideband, formula e-1: 1.7183
thick: lower sideband, integral: 0.6340
thick: lower sideband, formula 1-1/e: 0.6321
thick: sideband asymmetry, integral: 0.7617
thick: sideband asymmetry, tanh 1: 0.7616
thick parabola, wave time/simple time: 1.5698
thick triangle, wave time/simple time: 2.0010
5 nm parabola, turning-point time: 10.81 fs
5 nm triangle, turning-point time: 13.77 fs
5 nm parabola, wave -hbar dln|t|/dV: 10.75 fs
5 nm triangle, wave -hbar dln|t|/dV: 14.08 fs
nonparabolicity alpha (rough): 0.5 1/eV
time with nonparabolic band: 5.23 fs
heavy mass (rough): 0.92 m0
time with heavy mass: 14.76 fs
transmission with heavy mass: 6.14e-12
temperature: 300 K
thermal energy kT: 0.02585 eV
share of current that tunnels: 94.7 percent
mean energy of tunnelling current: 0.140 eV
mean finite-width time of that current: 8.14 fs
clock frequency: 5 GHz
omega tau at clock frequency: 2.16e-04
optical phonon quantum (rough): 0.063 eV
omega tau at phonon quantum: 0.659
phonon upper/lower |t|^2, integral: 3.53
phonon upper/lower |t|^2, exp(2 omega tau): 3.73
```
